# Gaussian Spot Size of a Step-Index Fibre from the Scalar Rayleigh Quotient

A fibre with core radius 4.1 µm, core index 1.449 and cladding index 1.444 carries light of wavelength 1.55 µm. The Gaussian that overlaps best with its scalar fundamental mode has a field radius of 5.16 µm. A narrower Gaussian, of radius 4.93 µm, nevertheless gives the better estimate of the propagation constant. The second radius is $a/\sqrt{\ln V}$. This appendix derives it, explains why the two radii differ, and shows where the formula can be used.

## Model and conventions

The core has radius $a$ and index $n_1$; the cladding has index $n_2<n_1$ and extends to infinity. With $k=2\pi/\lambda$, define

$$V=ka\sqrt{n_1^2-n_2^2},\qquad b=\frac{\beta^2/k^2-n_2^2}{n_1^2-n_2^2}.$$

Here $\beta$ is the propagation constant, $\beta/k$ is the effective index, and a guided mode has $0<b<1$. The scalar model describes the transverse field by one function $\psi$ with

$$\nabla^2\psi+k^2n^2\psi=\beta^2\psi, \tag{1}$$

where $\nabla$ acts in the cross-section. The model takes $\psi$ and its radial slope as continuous at $r=a$, which is justified for a small index step.

The fundamental mode LP$_{01}$ is the reference for everything below. With $U=V\sqrt{1-b}$ and $W=V\sqrt b$, its field $\varphi$ is proportional to $J_0(Ur/a)$ in the core and $K_0(Wr/a)$ in the cladding. Equal logarithmic slopes at $r=a$ require

$$\frac{UJ_1(U)}{J_0(U)}=\frac{WK_1(W)}{K_0(W)}. \tag{2}$$

A root exists for every $V>0$. As $b\to1$, the left side tends to zero and the right side stays positive. At the other end the left side is the larger:

- If $V<2.405$, let $b\to0$. The right side vanishes because $WK_1\to1$ and $K_0\to\infty$, while the left side stays positive.
- If $V\ge2.405$, let $U$ rise to 2.405, the first zero of $J_0$. The left side diverges.

The root has $U<2.405$, so $\varphi$ is positive everywhere.

## Why the quotient may be minimised

Define

$$Q[\psi]=\frac{\int(|\nabla\psi|^2-k^2n^2\psi^2)\,dA}{\int\psi^2\,dA}. \tag{3}$$

For the mode itself, multiply (1) by $\varphi$ and integrate. Integration by parts gives $\int\varphi\nabla^2\varphi\,dA=-\int|\nabla\varphi|^2dA$: the continuous slope leaves no term at $r=a$, and the decay of the field leaves none at infinity. Hence $Q[\varphi]=-\beta^2$.

To see that no Gaussian can go lower, write the trial field as $\psi=\varphi f$, which is possible because $\varphi>0$. Expanding the gradient,

$$\begin{aligned}|\nabla\psi|^2&=f^2|\nabla\varphi|^2+2\varphi f\,\nabla\varphi\cdot\nabla f+\varphi^2|\nabla f|^2\\&=\nabla\varphi\cdot\nabla(\varphi f^2)+\varphi^2|\nabla f|^2.\end{aligned}$$

Integrate the first term by parts and use $\nabla^2\varphi=(\beta^2-k^2n^2)\varphi$:

$$\int\nabla\varphi\cdot\nabla(\varphi f^2)\,dA=\int(k^2n^2-\beta^2)\psi^2\,dA.$$

The boundary term at a large radius $R$ is $2\pi R\,\psi^2\varphi'/\varphi$. It vanishes because $\varphi'/\varphi$ stays bounded while $\psi^2$ falls as a Gaussian. Therefore

$$Q[\psi]+\beta^2=\frac{\int\varphi^2|\nabla f|^2\,dA}{\int\psi^2\,dA}\ge0. \tag{4}$$

So $-Q$ is a lower bound on $\beta^2$, and lowering $Q$ tightens it.

## The Gaussian integrals

Take $\psi=\exp(-r^2/w^2)$. The radius $w$ is where the field falls to $1/e$ and the intensity to $1/e^2$ of its central value; the mode-field diameter is $2w$. With $s=r^2$ and $dA=2\pi r\,dr=\pi\,ds$,

$$\int\psi^2dA=\pi\int_0^\infty e^{-2s/w^2}ds=\frac{\pi w^2}{2}.$$

Since $\psi'=-(2r/w^2)\psi$,

$$\int|\nabla\psi|^2dA=\frac{4\pi}{w^4}\int_0^\infty s\,e^{-2s/w^2}ds=\frac{4\pi}{w^4}\left(\frac{w^2}{2}\right)^2=\pi. \tag{5}$$

This integral does not depend on $w$. The fraction of $\int\psi^2dA$ inside the core, which is the power fraction in this model, is

$$\Gamma=\frac{2}{w^2}\int_0^{a^2}e^{-2s/w^2}ds=1-e^{-2a^2/w^2}.$$

The mean of $n^2$ is $n_2^2+(n_1^2-n_2^2)\Gamma$, so

$$Q=\frac{2}{w^2}-k^2n_2^2-k^2(n_1^2-n_2^2)\Gamma.$$

Move the constant $k^2n_2^2$ to the left, multiply by $a^2$, and set $x=2a^2/w^2$:

$$F(x)\equiv a^2(Q+k^2n_2^2)=x-V^2(1-e^{-x}). \tag{6}$$

The term $x$ is the cost of confinement, and the other term is the gain from placing light in the core.

## The minimum

As $w$ runs from infinity to zero, $x$ runs once from zero to infinity, so minimising over either variable gives the same field. The derivatives are

$$F'(x)=1-V^2e^{-x},\qquad F''(x)=V^2e^{-x}>0.$$

The function is convex, so a stationary point is its global minimum. Setting $F'=0$ gives $e^{-x}=1/V^2$, or $x_0=2\ln V$, which is positive when $V>1$. Then $2a^2/w^2=2\ln V$, and

$$\boxed{w=\frac{a}{\sqrt{\ln V}},\qquad V>1.} \tag{7}$$

If the field is instead written $\exp(-r^2/2w_0^2)$, the same Gaussian has $w_0=w/\sqrt2=a/\sqrt{2\ln V}$.

At the minimum the core fraction is $\Gamma=1-1/V^2$. Because $a^2(\beta^2-k^2n_2^2)=V^2b$, the estimate of $b$ is $-F(x_0)/V^2$:

$$b_G=1-\frac{1+2\ln V}{V^2}\le b. \tag{8}$$

It is positive for $V>1$, since $F(0)=0$ and $F'(0)=1-V^2<0$ force the minimum below zero.

## Worked example

The numerical aperture is

$$\sqrt{1.449^2-1.444^2}=\sqrt{0.005\times2.893}=0.12027.$$

With $k=2\pi/1.55=4.0537$ µm$^{-1}$,

$$V=4.0537\times4.1\times0.12027=1.9989,\qquad \ln V=0.6926.$$

Equation (7) gives

$$w=\frac{4.1}{\sqrt{0.6926}}=4.93\ \text{µm},\qquad 2w=9.85\ \text{µm}.$$

Equation (8) gives $b_G=1-2.3852/3.9956=0.4030$, and the effective index is $\sqrt{n_2^2+b_G(n_1^2-n_2^2)}=1.44602$. Solving (2) gives $b=0.4158$ and an effective index of 1.44608. The core holds 75.0 % of the power in the Gaussian and 74.0 % in LP$_{01}$.

The shortfall in $b$ is 0.01276. Equation (4) predicts it independently. Since $\varphi\,\nabla f=\psi\,\nabla\ln(\psi/\varphi)$,

$$b-b_G=\frac{a^2}{V^2}\,\frac{\int\psi^2\left(\psi'/\psi-\varphi'/\varphi\right)^2r\,dr}{\int\psi^2\,r\,dr}. \tag{9}$$

Quadrature of the right side also gives 0.01276. The shortfall thus measures the mismatch of logarithmic slopes, weighted by the Gaussian's own intensity.

## Why the best-overlap radius is different

The power coupled from a Gaussian beam into the mode, with reflection ignored, is

$$\eta=\frac{\left(\int\psi\varphi\,dA\right)^2}{\int\psi^2dA\,\int\varphi^2dA}.$$

Maximising $\eta$ compares the fields themselves, whereas minimising (9) compares their slopes. No Gaussian equals $\varphi$, so the two criteria need not select the same radius. Here $\eta$ peaks at $w=5.16$ µm, and the radius from (7) is 4.6 % smaller than that.

The quotient responds weakly to this difference. At the minimum $F''(x_0)=V^2/V^2=1$, so a small displacement $\delta x$ lowers the estimate of $b$ by

$$\delta b\simeq\frac{(\delta x)^2}{2V^2}. \tag{10}$$

The best-overlap Gaussian has $x=2/1.2594^2=1.261$, against $x_0=1.385$. Thus $\delta x=-0.124$ and $\delta b\simeq0.0019$. Direct integration gives $0.40305-0.40103=0.0020$. Agreement in $b$ is therefore weak evidence that a width is accurate.

For coupling, the difference is also small in this example. The Gaussian from (7) couples with $\eta=0.990$, a loss of 0.045 dB, and the best Gaussian with $\eta=0.992$, a loss of 0.037 dB. Most of the loss comes from the Gaussian shape and cannot be removed by adjusting $w$.

## Range of the width formula

The table compares (7) with the best-overlap width; the last column is relative to the latter.

| $V$ | $w/a$, eq. (7) | $w/a$, overlap | difference |
|---:|---:|---:|---:|
| 1.2 | 2.342 | 2.846 | −18 % |
| 1.6 | 1.459 | 1.621 | −10 % |
| 2.0 | 1.201 | 1.259 | −4.6 % |
| 2.4 | 1.069 | 1.092 | −2.1 % |
| 3.0 | 0.954 | 0.963 | −0.9 % |
| 5.0 | 0.788 | 0.807 | −2.3 % |
| 10 | 0.659 | 0.717 | −8 % |
| 100 | 0.466 | 0.650 | −28 % |

At the tabulated values from 2.0 to 5.0 the formula is within 5 %. Above $V=2.405$ these figures still describe the fundamental mode, but the fibre also guides LP$_{11}$. That mode varies as $J_1(Ur/a)\cos\theta$ in the core and $K_1(Wr/a)\cos\theta$ in the cladding. Matching logarithmic slopes gives $UJ_0(U)/J_1(U)=-WK_0(W)/K_1(W)$. At cutoff $W\to0$, the right side vanishes and $J_0(V)=0$.

### Small V

For $V\le1$, $F'(x)>0$ at every $x>0$. The quotient falls steadily as the Gaussian widens, and no finite $w$ minimises it. Just above the threshold, put $V=1+\epsilon$. Then $\ln V\simeq\epsilon-\epsilon^2/2$, and

$$w\simeq\frac{a}{\sqrt\epsilon},\qquad b_G\simeq V^2-1-2\ln V\simeq2\epsilon^2.$$

The divergence of $w$ belongs to the trial field. By (5), a Gaussian of unit height always pays a gradient cost $\pi$. Its gain from the core is below $(V^2/a^2)\,\pi a^2=\pi V^2$, so it cannot show binding unless $V>1$. A field with a slower tail can. Let $\psi=1$ in the core, $\psi=\ln(R/r)/\ln(R/a)$ for $a<r<R$, and zero beyond. Its gradient cost is

$$\int|\nabla\psi|^2dA=\frac{2\pi}{\ln^2(R/a)}\int_a^R\frac{dr}{r}=\frac{2\pi}{\ln(R/a)},$$

while its core gain is $\pi V^2$. The gain wins once $\ln(R/a)>2/V^2$, however small $V$ is. At $V=0.9$, equation (2) gives $b=0.019$, although the Gaussian finds no bound state. At $V=1.2$ the Gaussian gives 0.052, about half the LP$_{01}$ value of 0.107.

### Large V

Since $K_1>K_0$, the right side of (2) exceeds $W$, which grows without limit because $U$ stays below 2.405. Hence $J_0(U)\to0$ and $U\to2.405$. The mode approaches $J_0(2.405\,r/a)$ inside the core and nearly vanishes at the edge. Its best-overlap width settles at $0.644a$.

Equation (7) instead sends $w/a$ slowly to zero. Writing (6) as $F=-V^2+x+V^2e^{-x}$ shows the reason. The last term is the penalty for light in the cladding, and at fixed $w$ it grows as $V^2$. A Gaussian cannot vanish at $r=a$, so it can reduce the penalty only by shrinking. The bound on $b$ survives: $1-b_G=(1+2\ln V)/V^2$ tends to zero, though more slowly than the true $1-b\simeq5.78/V^2$.

## Sensitivity and the smallest spot

From $\ln w=\ln a-\tfrac12\ln(\ln V)$,

$$\frac{dw}{w}=\frac{da}{a}-\frac{1}{2\ln V}\frac{dV}{V}. \tag{11}$$

In the example $1/(2\ln V)=0.72$. The percentages that follow are first-order changes. At fixed core radius, the formula predicts that a 1 % rise in $V$ reduces $w$ by 0.72 %. At fixed wavelength and indices $V$ is proportional to $a$, so it predicts that a 1 % larger core raises $w$ by 0.28 %. The best-overlap width depends more steeply on $V$: the corresponding first-order changes are a fall of 0.91 % and a rise of only 0.09 %. A formula that gives the width within 5 % can thus be much less accurate for its slope.

When only $a$ varies, at fixed wavelength and indices, (11) makes $w$ stationary at $2\ln V=1$, or $V=\sqrt e=1.65$. This is a minimum, because $w\propto V/\sqrt{\ln V}$ diverges both as $V\to1$ and as $V\to\infty$. The location should not be used as a design value. The best-overlap spot is proportional to $V(w/a)$, which the table gives as 2.59, 2.52 and 2.62 at $V=1.6$, 2.0 and 2.4. Its minimum therefore lies between 1.6 and 2.4, and the spot at 2.0 is smaller than at 1.6. The formula puts the minimum near the lower end because, across this interval, its underestimate of the width shrinks as $V$ rises (from 10 % to 2.1 % in the table). This makes the predicted spot grow with $V$ too early.

## The field far from the core

In the cladding the LP$_{01}$ field falls as $K_0(Wr/a)$, which at large $r$ is proportional to $e^{-Wr/a}/\sqrt r$, whereas the trial field falls as $e^{-r^2/w^2}$. At $r=4a$, relative to the centre, they are $5.5\times10^{-3}$ and $1.5\times10^{-5}$. The Gaussian is too small by a factor of about 350 in field, or about $10^5$ in intensity. Coupling between neighbouring cores, bend leakage and the required cladding thickness depend on this tail, so the Gaussian should not be used for them.

## Comparison with a real fibre

The example uses rough values typical of standard telecom single-mode fibre, whose mode-field diameter near 1.55 µm is roughly 10 µm. The formula gives 9.9 µm and the best-overlap Gaussian 10.3 µm. Measured diameters may follow another definition of width, so agreement at the per cent level should not be expected. Real cores do not have a perfectly sharp edge. Replacing the step in $n^2$ by a linear ramp 1 µm wide, centred on $r=a$, raises the best-overlap width by 0.4 % and lowers the effective index by $1.8\times10^{-5}$. In this example the error of the formula is larger than the effect of that grading.

Other neglected effects for the same fibre include the following.

- **Vector character.** The full vector HE$_{11}$ mode has an effective index $4.9\times10^{-6}$ below the scalar value; the Gaussian estimate lies $6.4\times10^{-5}$ below it. Halving $n_1^2-n_2^2$ at fixed $V$ and $n_2$ halves the vector shift in $b$ (computed ratio 1.998). The small-step assumption is not justified for a silicon wire in oxide, where the index step is of order one.
- **Finite cladding.** At a cladding radius of 62.5 µm the LP$_{01}$ field is $1.4\times10^{-9}$ of its central value, so the infinite cladding is a good approximation for the straight fibre.
- **Bending.** A bend of radius $R$ acts like an index $n(1+X/R)$, with $X$ measured outward from the axis. For $R=30$ mm, stress-induced index changes omitted, the tilt over one spot radius is $2.4\times10^{-4}$, or 4.7 % of the index step. The cladding index reaches the effective index at $X=R(\beta/k-n_2)/n_2=43$ µm, inside the cladding. Light can tunnel to that point and escape from the core. The position of the point does not by itself show whether the loss is significant, and the rate of loss is not computed here.

## Use in a calculation

Compute $V$ first and reject $V\le1$. For a quick estimate of the spot in a weakly guiding step-index fibre with $V$ between about 2 and 5, use (7) and allow for an error of up to about 5 % relative to the best-overlap width. Other definitions give other errors: at $V=2$ the formula is about 7 % below the width defined by the second moment of the intensity. When the width matters more closely, solve (2) and maximise $\eta$. Equation (8) can serve as a lower bound on the scalar $b$ for any $V>1$. It is not a general bound on the vector mode. In this example the vector $b$ is lower than the scalar value but still above $b_G$; with a larger index step it falls below $b_G$. For $n_2=1.444$ and $V$ equal to 2 or 3, this happens at a step $n_1-n_2$ of only about 0.06 to 0.07. Most of the values quoted are in the numerical output below.

## Calculated quantities

```
core radius a = 4.1 um, wavelength = 1.55 um
n1 = 1.449, n2 = 1.444, index step = 0.0050
vacuum wavenumber k = 4.0537 1/um
numerical aperture = 0.12027
V = 1.9989, ln V = 0.6926
second-mode cutoff V = 2.4048
formula w/a = 1.2016, w = 4.927 um
formula mode-field diameter 2w = 9.853 um
best-overlap w/a = 1.2594, w = 5.164 um
formula w minus best-overlap w = -4.59 %
core power: Gaussian 0.7497, LP01 0.7404
b: Gaussian 0.40305, scalar LP01 0.41581
b deficit 0.01276, from positive integral 0.01276
b of Gaussian at best-overlap w = 0.40103
b from finite differences = 0.41581
neff: Gaussian 1.446017, scalar LP01 1.446081
coupling formula Gaussian to LP01 = 0.98975 (0.0447 dB loss)
coupling best-overlap Gaussian to LP01 = 0.99158 (0.0367 dB loss)
field at r=4a over centre: Gaussian 1.54e-05, LP01 5.47e-03
V | w/a formula | w/a best overlap | b Gaussian | b LP01
  1.2 | 2.3420 | 2.8459 | 0.05233 | 0.10678
  1.6 | 1.4586 | 1.6209 | 0.24218 | 0.27006
  2.0 | 1.2011 | 1.2588 | 0.40343 | 0.41616
  2.4 | 1.0688 | 1.0920 | 0.52241 | 0.53003
  3.0 | 0.9541 | 0.9627 | 0.64475 | 0.65147
  5.0 | 0.7882 | 0.8065 | 0.83124 | 0.84095
 10.0 | 0.6590 | 0.7165 | 0.94395 | 0.95228
100.0 | 0.4660 | 0.6501 | 0.99898 | 0.99943
best-overlap w/a for V to infinity = 0.6436
V = 0.9: scalar LP01 b = 0.01916
vector HE11 neff minus scalar neff = -4.86e-06
Gaussian neff minus scalar neff = -6.38e-05
vector shift in b, full over half contrast = 1.998
core edge graded over 1.0 um:
  neff change = -1.82e-05
  best-overlap w change = 0.39 %
LP01 field at cladding edge 62.5 um = 1.4e-09 of centre
bend 30.0 mm: index tilt over w = 2.37e-04
  tilt over index step = 4.74 %
  cladding index reaches neff at 43.2 um from axis
```
